# The Bond-Orbital Model: Covalent Energy, Polarity and Atomic Charges, part 1

(Sections cited here and not found follow in the second part.)

## One bond between two atoms

Q: I have been given a formula for the effective charge of the anion in a tetrahedral compound: $Z-4+4\alpha_p$, where $\alpha_p$ is a "polarity". I do not know what $Z$ belongs to, and the sign looks suspicious. Before we count any charge, what is the model?

A: It is a mean-field model: each electron moves in a fixed one-electron Hamiltonian $H$. The crystal has the zinc-blende structure, with one atom of each kind per cell and four neighbours of the other kind around every atom. Each atom carries one $s$ orbital and three $p$ orbitals. All these orbitals are taken as orthonormal, including those on different atoms. $H$ couples orbitals on nearest neighbours and no further. Spin enters only as a factor of two in the filling, and there are eight valence electrons per pair of atoms.

The inputs are the orbital energies $\varepsilon_s$ and $\varepsilon_p$ of each atom and a few couplings between neighbours. I will carry one example through, with round parameters that do not stand for any material. The anion has $\varepsilon_s=-18$ eV and $\varepsilon_p=-9$ eV. The cation has $\varepsilon_s=-12$ eV and $\varepsilon_p=-6$ eV.

Q: You already say "anion" and "cation". Does that not assume the sign of the charge we want to find?

A: It would if the names referred to charge. Here they refer to energy: the anion is the atom whose average valence level, defined below, is the deeper one. Whether it is negatively charged has to come out of the electron count.

Q: Then start with the orbitals. Bonds are usually described with hybrids. Is hybridization an approximation?

A: No, it is a change of basis on each atom. Let four unit vectors point from an anion to its four cations:

$$\mathbf n_1=\tfrac{1}{\sqrt3}(1,1,1),\quad \mathbf n_2=\tfrac{1}{\sqrt3}(1,-1,-1),$$
$$\mathbf n_3=\tfrac{1}{\sqrt3}(-1,1,-1),\quad \mathbf n_4=\tfrac{1}{\sqrt3}(-1,-1,1).$$

Two different vectors have the scalar product $\mathbf n_i\cdot\mathbf n_j=(1-1-1)/3=-1/3$. Write $|p_{\mathbf n}\rangle=n_x|p_x\rangle+n_y|p_y\rangle+n_z|p_z\rangle$ for the $p$ orbital whose positive lobe points along $\mathbf n$. The anion hybrids are

$$|a_i\rangle=\tfrac12\left(|s\rangle+\sqrt3\,|p_{\mathbf n_i}\rangle\right).$$

Since $\langle p_{\mathbf n_i}|p_{\mathbf n_j}\rangle=\mathbf n_i\cdot\mathbf n_j$, their overlaps are

$$\langle a_i|a_j\rangle=\tfrac14\left(1+3\,\mathbf n_i\cdot\mathbf n_j\right).$$

This is $\tfrac14(1+3)=1$ for $i=j$ and $\tfrac14(1-1)=0$ for $i\neq j$. Four orthonormal hybrids replace four orthonormal orbitals, so nothing is lost. The cation hybrids $|c_i\rangle$ are built in the same way with $-\mathbf n_i$ in place of $\mathbf n_i$, because a cation sees its anions in the opposite directions.

Q: An $s$ orbital and a $p$ orbital have different energies. A mixture of them cannot be an eigenstate of the free atom.

A: It is not one, and the Hamiltonian shows it. On one atom, $H$ is diagonal in $s$ and $p$, so

$$\langle a_i|H|a_j\rangle=\tfrac14\left(\varepsilon_s+3\varepsilon_p\,\mathbf n_i\cdot\mathbf n_j\right).$$

For $i=j$ this gives the hybrid energy

$$\varepsilon_h=\frac{\varepsilon_s+3\varepsilon_p}{4}.$$

For $i\neq j$ it gives $(\varepsilon_s-\varepsilon_p)/4=-V_1$, with

$$V_1=\frac{\varepsilon_p-\varepsilon_s}{4}>0.$$

The price of using hybrids is therefore a coupling $-V_1$ between any two hybrids on the same atom. In the example the hybrid energies are

$$\varepsilon_h^a=\frac{-18-27}{4}=-11.25\ \text{eV},\qquad \varepsilon_h^c=\frac{-12-18}{4}=-7.50\ \text{eV},$$

and $V_1$ is $2.25$ eV on the anion and $1.50$ eV on the cation. The anion has the deeper hybrid, as its name requires.

Q: Those values of $V_1$ are not small. I will want to know what happens to them.

A: They return when the bonds are put into a crystal. For now consider two hybrids that face each other, $|a_i\rangle$ on an anion and $|c_i\rangle$ on the cation at its end of the bond. No $V_1$ acts between these two, because they sit on different atoms.

Q: Then what couples them? And please fix the signs of the $p$ orbitals first, since a wrong sign there would change everything.

A: Let $\mathbf n$ point from anion to cation, and let both $p$ orbitals have their positive lobes along $+\mathbf n$. The couplings along the axis are defined by

$$\langle s_a|H|s_c\rangle=V_{ss\sigma},\qquad \langle s_a|H|p_{\mathbf n,c}\rangle=V_{sp\sigma},\qquad \langle p_{\mathbf n,a}|H|p_{\mathbf n,c}\rangle=V_{pp\sigma}.$$

The usual signs follow from the rule that $H$ is negative where two lobes of equal sign meet. Two $s$ orbitals meet with equal signs, so $V_{ss\sigma}<0$. The anion $s$ orbital meets the negative lobe of the cation $p$ orbital, so $V_{sp\sigma}>0$. The positive lobe of the anion $p$ orbital meets the negative lobe of the cation $p$ orbital, so $V_{pp\sigma}>0$.

One coupling is left. When the $p$ orbital is on the anion, its positive lobe faces the $s$ orbital of the cation, and the sign is reversed:

$$\langle p_{\mathbf n,a}|H|s_c\rangle=-V_{sp\sigma}.$$

That the magnitude is the same is an assumption when the two atoms differ. The example uses $V_{ss\sigma}=-1.8$, $V_{sp\sigma}=2.4$ and $V_{pp\sigma}=3.0$ eV, and $V_{pp\pi}=-0.8$ eV for parallel $p$ orbitals perpendicular to the axis.

Q: Now combine them. I want to see each of the four terms.

A: The cation hybrid points back along $-\mathbf n$, so $|c\rangle=\tfrac12(|s_c\rangle-\sqrt3\,|p_{\mathbf n,c}\rangle)$, while $|a\rangle=\tfrac12(|s_a\rangle+\sqrt3\,|p_{\mathbf n,a}\rangle)$. Multiplying out,

$$\langle a|H|c\rangle=\tfrac14\Big[\langle s_a|H|s_c\rangle-\sqrt3\,\langle s_a|H|p_{\mathbf n,c}\rangle+\sqrt3\,\langle p_{\mathbf n,a}|H|s_c\rangle-3\,\langle p_{\mathbf n,a}|H|p_{\mathbf n,c}\rangle\Big].$$

Inserting the definitions gives

$$\langle a|H|c\rangle=\tfrac14\left[V_{ss\sigma}-\sqrt3\,V_{sp\sigma}-\sqrt3\,V_{sp\sigma}-3V_{pp\sigma}\right].$$

Every term is negative, as it should be for two hybrids that meet with their large positive lobes. The hybrid covalent energy is defined as the positive quantity $V_2=-\langle a|H|c\rangle$:

$$V_2=\frac{-V_{ss\sigma}+2\sqrt3\,V_{sp\sigma}+3V_{pp\sigma}}{4}.$$

In the example,

$$V_2=\frac{1.8+8.3138+9.0}{4}=4.778\ \text{eV}.$$

Q: Where did $V_{pp\pi}$ go?

A: Facing hybrids contain no $p$ orbital perpendicular to their common axis, so $V_{pp\pi}$ has nothing to act on. It does act between hybrids that do not face each other, and so it belongs with $V_1$ among the terms that couple different bonds.

Q: The two hybrids have different energies, so the electrons will not be shared equally. How do you measure the difference?

A: With the polar energy, half the difference between the hybrid energies:

$$V_3=\frac{\varepsilon_h^c-\varepsilon_h^a}{2}.$$

In the example it is $(-7.50+11.25)/2=1.875$ eV. With the mean $\bar\varepsilon=(\varepsilon_h^a+\varepsilon_h^c)/2=-9.375$ eV, the hybrid energies are $\bar\varepsilon-V_3$ on the anion and $\bar\varepsilon+V_3$ on the cation. In the basis $(|a\rangle,|c\rangle)$ the Hamiltonian of one bond is

$$H_{\text{bond}}=\begin{pmatrix}\bar\varepsilon-V_3&-V_2\\-V_2&\bar\varepsilon+V_3\end{pmatrix}.$$

Set $E=\bar\varepsilon+x$. The determinant condition reads

$$(-V_3-x)(V_3-x)-V_2^2=x^2-V_3^2-V_2^2=0,$$

so $x=\pm W$ with $W=\sqrt{V_2^2+V_3^2}$. The lower level is the bond and the upper one the antibond:

$$E_b=\bar\varepsilon-W,\qquad E_{ab}=\bar\varepsilon+W.$$

The example has $W=\sqrt{4.778^2+1.875^2}=5.133$ eV, which puts the levels at $-14.508$ eV and $-4.242$ eV.

Q: Energies do not tell me where the electron is.

A: The eigenvector does. Write the bond orbital as $|b\rangle=u_a|a\rangle+u_c|c\rangle$ with $u_a^2+u_c^2=1$. The first row of the eigenvalue equation at $x=-W$ is

$$(-V_3+W)\,u_a-V_2\,u_c=0,\qquad\text{so}\qquad \frac{u_c}{u_a}=\frac{W-V_3}{V_2}.$$

Both amplitudes can be taken positive, because $W>V_3$ when $V_2>0$. Normalization gives

$$u_a^2=\frac{1}{1+(u_c/u_a)^2}=\frac{V_2^2}{V_2^2+(W-V_3)^2}.$$

Now use $V_2^2=W^2-V_3^2=(W-V_3)(W+V_3)$ and cancel one factor $W-V_3$:

$$u_a^2=\frac{W+V_3}{(W+V_3)+(W-V_3)}=\frac{W+V_3}{2W}=\frac12\left(1+\frac{V_3}{W}\right).$$

The ratio that has appeared is the polarity,

$$\alpha_p=\frac{V_3}{\sqrt{V_2^2+V_3^2}},\qquad u_a^2=\frac{1+\alpha_p}{2},\qquad u_c^2=\frac{1-\alpha_p}{2}.$$

Hence $\alpha_p=u_a^2-u_c^2$: the polarity is the difference between the probabilities of finding a bond electron on the anion and on the cation.

Q: Can you get the same weight without the eigenvector? I would trust it more.

A: Raise the anion hybrid energy slightly and see how the bond level follows. To first order, a normalized eigenstate responds to a change of $H$ through the expectation value of that change. Here the change is $\delta\varepsilon_h^a\,|a\rangle\langle a|$, so the slope must equal $u_a^2$. From the formula for the level, with $V_2$ and $\varepsilon_h^c$ held fixed, $\bar\varepsilon$ changes at the rate $\tfrac12$ and $V_3$ at the rate $-\tfrac12$. Since $dW/dV_3=V_3/W$,

$$\frac{dE_b}{d\varepsilon_h^a}=\frac12-\frac{V_3}{W}\left(-\frac12\right)=\frac{1+\alpha_p}{2}.$$

The two routes agree. In the example $\alpha_p=1.875/5.133=0.365$, and the weights are $0.683$ on the anion and $0.317$ on the cation. A numerical derivative of the bond level also gives $0.683$.

Q: Check the extremes for me.

A: If $V_3=0$, then $\alpha_p=0$ and the electron is shared equally. This is the covalent limit. If $V_3\gg V_2$, write $\alpha_p=(1+V_2^2/V_3^2)^{-1/2}\approx1-V_2^2/(2V_3^2)$. The polarity approaches 1 and the electron sits almost entirely on the anion. In between, the ratio $V_3/V_2$ alone decides.

Q: $V_2$ must depend on the bond length. Does the polarity then change if I stretch the crystal?

A: It does, and a scaling law for the couplings tells how much. In Harrison scaling all the interatomic couplings vary as $\hbar^2/(md^2)$, where $d$ is the bond length and $m$ the electron mass, while the orbital energies stay fixed. The motivation is that free-electron energies $\hbar^2k^2/2m$, compared at the same value of $kd$, vary as $d^{-2}$. For orbitals with their own energies and sizes it remains a model assumption, intended for moderate changes of $d$.

$V_2$ is a linear combination of these couplings, so it varies as $d^{-2}$ too, and $dV_2/d\ln d=-2V_2$. $V_3$ is unchanged. From the definition of the polarity,

$$\frac{\partial\alpha_p}{\partial V_2}=V_3\left(-\frac12\right)\frac{2V_2}{W^3}=-\frac{V_2V_3}{W^3}.$$

Multiplying the two rates and using $V_2^2/W^2=1-\alpha_p^2$,

$$\frac{d\alpha_p}{d\ln d}=\frac{2V_2^2V_3}{W^3}=2\alpha_p\left(1-\alpha_p^2\right).$$

A longer bond is more polar, because the covalent coupling weakens while the difference between the atoms stays. The rate vanishes at $\alpha_p=0$, where there is no difference to expose, and at $\alpha_p=1$, where the transfer is complete. In the example it is $0.633$, confirmed by a numerical derivative. For a bond 10% longer, the two-level problem gives $\alpha_p=0.429$ instead of $0.365$. The slope alone would give $0.3653+0.6331\ln1.1=0.426$, so the curvature is small over this range.

## The crystal and its atomic charges

Q: One isolated bond is settled. Before you fill a crystal with them, remind me what we carry over.

A: Facing hybrids $|a\rangle$ on the anion and $|c\rangle$ on the cation have the mean energy $\bar\varepsilon$. They are coupled by $-V_2$ and split by $2V_3$. With $W=\sqrt{V_2^2+V_3^2}$ and $\alpha_p=V_3/W$, the bond and antibond orbitals and their energies are

$$|b\rangle=u_a|a\rangle+u_c|c\rangle,\quad E_b=\bar\varepsilon-W;\qquad |\bar b\rangle=u_c|a\rangle-u_a|c\rangle,\quad E_{ab}=\bar\varepsilon+W.$$

The weights are $u_a^2=(1+\alpha_p)/2$ and $u_c^2=(1-\alpha_p)/2$. Two hybrids on one atom are coupled by $-V_1$. The example has $V_2=4.778$ eV, $V_3=1.875$ eV, $\alpha_p=0.365$ and $E_b=-14.508$ eV.

Q: How many bonds does a cell contain, and how many are filled?

A: Each anion has four hybrids, and each of them faces one cation hybrid. That makes four bonds per pair of atoms. The eight orbitals of the pair become four bond orbitals and four antibond orbitals. Eight electrons, two per bond orbital, fill all the bonds and leave the antibonds empty.

Q: That would be right if the bonds did not talk to each other. But neighbouring bonds share an atom, and there $V_1$ couples them. A filled bond orbital is not an eigenstate of the crystal.

A: Correct, and the effect is large. In the example the bond orbitals spread into bands that run from $-22.7$ to $-9.8$ eV on the mesh of wavevectors used (the true band edges can lie slightly further out), although every isolated bond has the same energy. The question is whether this spreading moves charge between the atoms.

Sort the matrix elements of $H$ into three groups: bond with bond, antibond with antibond, and bond with antibond. The bond-orbital approximation drops the third group and keeps the first two in full. The eigenstates in the bond block are then

$$|\psi_n\rangle=\sum_m U_{mn}|b_m\rangle,$$

where $m$ runs over all bonds of the crystal and $U$ is unitary. If all these states are filled, the projector on the filled states is

$$P=\sum_n|\psi_n\rangle\langle\psi_n|=\sum_{m,m'}\Big(\sum_nU_{mn}U^*_{m'n}\Big)|b_m\rangle\langle b_{m'}|=\sum_m|b_m\rangle\langle b_m|.$$

The last step uses $UU^\dagger=1$. The band states are extended and the bond orbitals are local, but filling all of one set is the same as filling all of the other. The couplings between bonds change the individual energies and leave the total density where it was.

We have found how the polarity divides a bond electron between the two atoms, and that in the bond-orbital approximation the couplings between bonds leave the total density unchanged if all the bond states are filled. It remains to check that condition, count the charges on the atoms, and see what the neglected bond–antibond coupling does to them.

All numerical values are calculated from the stated model.
